# Carbon pseudo-atom levels and the cost of dropping the s projector: a program that tests the result

```python
"""Carbon pseudo-atom with a Gaussian norm-conserving pseudopotential in LDA.

Result under test: the self-consistent 2s and 2p Kohn-Sham levels of the
spherical, spin-unpolarized atom 2s2 2p2 lie near -0.50 and -0.20 hartree.
Units: hartree and bohr.
Z_ION, R_LOC, C1, C2 : local ionic potential
R_S, H_S             : width and strength of the single s projector
u(r) = r R(r)        : radial orbital, with integral of u^2 dr equal to 1
n(r)                 : radial density, the occupation-weighted sum of u^2
Road 1 is a polynomial grid method; road 2 is a Gaussian basis with closed-form
integrals. An all-electron atom gives the reference levels.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import erf, gamma, roots_jacobi, eval_legendre
from scipy.interpolate import CubicSpline
from pyscf.dft import libxc

Z_ION, R_LOC, C1, C2 = 4.0, 0.348830, -8.513771, 1.228432
R_S, H_S = 0.304553, 9.522842
PROJ_NORM = np.sqrt(2.0) / (R_S**1.5 * np.sqrt(gamma(1.5)))


def v_local(r):
    x = r / R_LOC
    return (-Z_ION / r * erf(x / np.sqrt(2))
            + np.exp(-x**2 / 2) * (C1 + C2 * x**2))


def projector(r):
    return PROJ_NORM * np.exp(-r**2 / (2 * R_S**2))


def xc_pade(rho):
    """Energy per electron and potential of the Teter Pade LDA."""
    rd = (3 / (4 * np.pi * np.maximum(rho, 1e-30)))**(1 / 3)
    a = [0.01968227878617998, 0.7405551735357053,
         2.217058676663745, 0.4581652932831429]
    b = [0.02359291751427506, 1.110667363742916,
         4.504130959426697, 1.0, 0.0]
    top, bottom = np.polyval(a, rd), np.polyval(b, rd)
    slope = -(np.polyval(np.polyder(a), rd) / bottom
              - top * np.polyval(np.polyder(b), rd) / bottom**2)
    exc = -top / bottom
    return exc, exc - rd / 3 * slope


def xc_perdew_wang(rho):
    exc, vxc = libxc.eval_xc('lda,pw', np.ascontiguousarray(rho), spin=0)[:2]
    return exc, vxc[0]


# ---------- road 1: Lagrange polynomials on mapped Gauss-Lobatto points ------
def make_grid(n, r_max, scale=2.0):
    x = np.concatenate(([-1.0], roots_jacobi(n - 1, 1, 1)[0], [1.0]))
    leg = eval_legendre(n, x)
    w = 2 / (n * (n + 1) * leg**2)
    dx = x[:, None] - x[None, :]
    np.fill_diagonal(dx, 1.0)
    d = leg[:, None] / leg[None, :] / dx
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[-1, -1] = -n * (n + 1) / 4, n * (n + 1) / 4
    c = 2 * scale / r_max
    r = scale * (1 + x) / (1 - x + c)
    jac = scale * (2 + c) / (1 - x + c)**2
    stiff = d.T @ ((w / jac)[:, None] * d)
    return dict(r=r[1:-1], m=(w * jac)[1:-1],
                k=stiff[1:-1, 1:-1], edge=stiff[1:-1, -1])


def kinetic(grid, l):
    s = np.sqrt(grid['m'])
    return (0.5 * grid['k'] / np.outer(s, s)
            + np.diag(l * (l + 1) / (2 * grid['r']**2)))


def solve_grid(grid, occ, v_ion, h, xc=xc_pade, mix=0.35):
    """occ[l] lists the occupations of the lowest levels of channel l."""
    r, m = grid['r'], grid['m']
    q = np.sqrt(m) * r * projector(r)
    kin = [kinetic(grid, l) for l in (0, 1)]
    vion = v_ion(r)
    fixed = [kin[0] + np.diag(vion) + h * np.outer(q, q),
             kin[1] + np.diag(vion)]
    total = sum(map(sum, occ))
    v = np.zeros_like(r)
    for _ in range(500):
        eps, vec = [], []
        n = np.zeros_like(r)
        for l in (0, 1):
            e, y = eigh(fixed[l] + np.diag(v))
            eps.append(e)
            vec.append(y)
            for i, f in enumerate(occ[l]):
                n += f * y[:, i]**2 / m
        v_h = np.linalg.solve(grid['k'], m * n / r - grid['edge'] * total) / r
        exc, vxc = xc(n / (4 * np.pi * r**2))
        change = v_h + vxc - v
        if np.max(np.abs(change)) < 1e-9:
            break
        v = v + mix * change
    else:
        raise AssertionError("grid self-consistency not reached")
    band = sum(f * eps[l][i] for l in (0, 1) for i, f in enumerate(occ[l]))
    energy = band + np.sum(m * n * (exc - vxc - v_h / 2))
    parts = []
    for l in (0, 1):
        y = vec[l][:, len(occ[l]) - 1]
        parts.append([y @ kin[l] @ y, y**2 @ vion,
                      h * (q @ y)**2 if l == 0 else 0.0,
                      y**2 @ v_h, y**2 @ vxc])
    orbitals = []
    for l in (0, 1):
        u = vec[l][:, len(occ[l]) - 1] / np.sqrt(m)
        orbitals.append(u * np.sign(u[np.argmin(abs(r - 3.0))]))
    return dict(eps=[eps[l][len(occ[l]) - 1] for l in (0, 1)], e=energy,
                parts=np.array(parts), u=orbitals, v=v, low_s=eps[0][0],
                charge=np.sum(m * n))


# ---------- road 2: Gaussian basis with closed-form integrals ----------------
def solve_gauss(count=13, smallest=0.03, ratio=1.9, mix=0.35):
    a = smallest * ratio**np.arange(count)
    p = a[:, None] + a[None, :]
    x, w = np.polynomial.legendre.leggauss(180)
    r, w = 1.5 * (1 + x) / (1 - x), w * 3.0 / (1 - x)**2

    def moment(k, z):
        return gamma((k + 1) / 2) / (2 * z**((k + 1) / 2))

    s = 1 / (np.sqrt(2) * R_LOC)
    t = p + s**2
    erf_int = [s / (2 * p * np.sqrt(t)),
               s / 2 * (1 / (p**2 * np.sqrt(t)) + 1 / (2 * p * t**1.5))]
    p3, r3 = p[:, :, None], r[None, None, :]
    pair_s = (np.pi / p3)**1.5 * erf(np.sqrt(p3) * r3) / r3
    pair_p = 1.5 / p3 * pair_s - np.pi / p3**2 * np.exp(-p3 * r3**2)
    pair_v = [pair_s, pair_p]
    ov, kin, loc, non, val, norm = [], [], [], [], [], []
    for l in (0, 1):
        nr = 1 / np.sqrt(moment(2 * l + 2, 2 * a))
        nn = np.outer(nr, nr)
        over = nn * moment(2 * l + 2, p)
        g = p + 1 / (2 * R_LOC**2)
        ov.append(over)
        kin.append((2 * l + 3) * np.outer(a, a) / p * over)
        loc.append(nn * (-Z_ION * erf_int[l] + C1 * moment(2 * l + 2, g)
                         + C2 / R_LOC**2 * moment(2 * l + 4, g)))
        b = nr * PROJ_NORM * moment(2, a + 1 / (2 * R_S**2))
        non.append(H_S * np.outer(b, b) if l == 0 else np.zeros_like(p))
        val.append(nr[:, None] * r**l * np.exp(-a[:, None] * r**2))
        norm.append(nr)
    v = np.zeros_like(r)
    for _ in range(500):
        eps, coef = [], []
        rho, v_h = np.zeros_like(r), np.zeros_like(r)
        for l in (0, 1):
            mat = (val[l] * (w * r**2 * v)) @ val[l].T
            e, c = eigh(kin[l] + loc[l] + non[l] + mat, ov[l])
            c = c[:, 0]
            eps.append(e[0])
            coef.append(c)
            rho += 2 * (c @ val[l])**2 / (4 * np.pi)
            cn = c * norm[l]
            v_h += 2 / (4 * np.pi) * np.einsum('a,b,abg->g', cn, cn, pair_v[l])
        exc, vxc = xc_pade(rho)
        change = v_h + vxc - v
        if np.max(np.abs(change)) < 1e-9:
            break
        v = v + mix * change
    else:
        raise AssertionError("Gaussian self-consistency not reached")
    vol = 4 * np.pi * r**2 * w
    energy = 2 * sum(eps) + np.sum(vol * rho * (exc - vxc - v_h / 2))
    parts = []
    for l in (0, 1):
        c = coef[l]
        dens = w * r**2 * (c @ val[l])**2
        parts.append([c @ kin[l] @ c, c @ loc[l] @ c, c @ non[l] @ c,
                      dens @ v_h, dens @ vxc])
    return dict(eps=eps, e=energy, parts=np.array(parts))


# ---------- tests of the tools -----------------------------------------------
grid = make_grid(110, 30.0)
r, m = grid['r'], grid['m']
hyd = [eigh(kinetic(grid, l) - np.diag(1 / r), eigvals_only=True)[0]
       for l in (0, 1)]
assert abs(hyd[0] + 0.5) < 1e-6 and abs(hyd[1] + 0.125) < 1e-6
proj_norm = np.sum(m * (r * projector(r))**2)
assert abs(proj_norm - 1) < 1e-8

rho_test = np.logspace(-4, 1, 30)
lib_e, lib_v = libxc.eval_xc('LDA_XC_TETER93', rho_test, spin=0)[:2]
own_e, own_v = xc_pade(rho_test)
assert np.allclose(own_e, lib_e, atol=1e-6, rtol=1e-6)
assert np.allclose(own_v, lib_v[0], atol=1e-6, rtol=1e-6)

# ---------- the pseudo-atom --------------------------------------------------
valence = [[2.0], [2.0]]
ps = solve_grid(grid, valence, v_local, H_S)
fine = solve_grid(make_grid(150, 40.0), valence, v_local, H_S)
ga = solve_gauss()
assert abs(ps['charge'] - 4) < 1e-8
assert np.max(np.abs(np.subtract(ps['eps'], fine['eps']))) < 1e-6
assert np.max(np.abs(np.subtract(ps['eps'], ga['eps']))) < 1e-4
assert abs(ps['e'] - ga['e']) < 1e-4
assert np.max(np.abs(ps['parts'] - ga['parts'])) < 3e-3
assert abs(ps['eps'][0] + 0.50) < 0.005
assert abs(ps['eps'][1] + 0.20) < 0.005

# the 2p level as a derivative of self-consistent total energies
df = 0.02
e_up = solve_grid(grid, [[2.0], [2.0 + df]], v_local, H_S)['e']
e_dn = solve_grid(grid, [[2.0], [2.0 - df]], v_local, H_S)['e']
janak = (e_up - e_dn) / (2 * df)
assert abs(janak - ps['eps'][1]) < 1e-4

# projector removed while the self-consistent potential is kept
bare_s = eigh(kinetic(grid, 0) + np.diag(v_local(r) + ps['v']),
              eigvals_only=True)[0]
assert bare_s < ps['eps'][0] - 0.1

# another parametrization of the same local density approximation
pw = solve_grid(grid, valence, v_local, H_S, xc=xc_perdew_wang)
assert np.max(np.abs(np.subtract(pw['eps'], ps['eps']))) < 2e-3

# ---------- all-electron reference -------------------------------------------
ae = solve_grid(grid, [[2.0, 2.0], [2.0]], lambda x: -6.0 / x, 0.0)
assert np.max(np.abs(np.subtract(ae['eps'], ps['eps']))) < 3e-3


def spline(y):
    return CubicSpline(np.concatenate(([0.0], r)), np.concatenate(([0.0], y)))


def nodes(u):
    inside = u[r < 8.0]
    return int(np.sum(inside[1:] * inside[:-1] < 0))


R_IN = 1.5
q_ps = [float(spline(u**2).integrate(0, R_IN)) for u in ps['u']]
q_ae = [float(spline(u**2).integrate(0, R_IN)) for u in ae['u']]
assert np.max(np.abs(np.subtract(q_ps, q_ae))) < 5e-3
assert nodes(ae['u'][0]) == 1
radii = np.array([0.2, 0.5, 1.0, 2.0, 3.0])
tab = [spline(u)(radii) for u in ps['u'] + ae['u']]
for l in (0, 1):
    assert np.max(np.abs(tab[l][3:] - tab[l + 2][3:])) < 0.01

# ---------- printed numbers --------------------------------------------------
print(f"ion charge {Z_ION:.0f}; rloc {R_LOC:.6f} bohr; rs {R_S:.6f} bohr")
print(f"C1 {C1:.6f}, C2 {C2:.6f}, h {H_S:.6f} hartree")
print(f"grid: {len(r)} interior points, box radius 30 bohr")
print(f"hydrogen test 1s, 2p: {hyd[0]:.7f}, {hyd[1]:.7f} hartree")
print(f"projector norm: {proj_norm:.8f}")
v_zero = -Z_ION * np.sqrt(2 / np.pi) / R_LOC + C1
assert abs(v_zero - v_local(1e-5)) < 1e-5
print(f"local potential at origin: {v_zero:.4f} hartree")
print(f"r*V_loc at 1.5 bohr: {1.5 * v_local(1.5):.5f} hartree bohr")
for l, name in enumerate(("2s", "2p")):
    print(f"{name} level, grid: {ps['eps'][l]:.5f} hartree"
          f" = {2 * ps['eps'][l]:.5f} rydberg")
    print(f"{name} level, Gaussian basis: {ga['eps'][l]:.5f} hartree")
    print(f"{name} level, Perdew-Wang LDA: {pw['eps'][l]:.5f} hartree")
    print(f"{name} level, all-electron: {ae['eps'][l]:.5f} hartree")
    labels = ("kinetic", "local", "projector", "Hartree", "xc")
    for label, value in zip(labels, ps['parts'][l]):
        print(f"  {name} {label} part: {value:.5f} hartree")
print(f"all-electron 1s level: {ae['low_s']:.5f} hartree")
print(f"pseudo total energy, grid: {ps['e']:.5f} hartree")
print(f"pseudo total energy, Gaussian: {ga['e']:.5f} hartree")
print(f"occupation step for Janak test: {df:.2f} electron")
print(f"dE/df for 2p: {janak:.5f} hartree")
print(f"lowest s level without projector, frozen: {bare_s:.5f} hartree")
print(f"radial nodes of 2s below 8 bohr: pseudo {nodes(ps['u'][0])},"
      f" all-electron {nodes(ae['u'][0])}")
for l, name in enumerate(("2s", "2p")):
    print(f"{name} charge inside 1.5 bohr: pseudo {q_ps[l]:.5f},"
          f" all-electron {q_ae[l]:.5f} (per electron)")
print("u in bohr^-1/2: r/bohr, 2s pseudo, 2s full, 2p pseudo, 2p full")
for i, rad in enumerate(radii):
    print(f"  {rad:.1f} {tab[0][i]:.4f} {tab[2][i]:.4f}"
          f" {tab[1][i]:.4f} {tab[3][i]:.4f}")
print("every check passed")
```

Running it gives:

```
ion charge 4; rloc 0.348830 bohr; rs 0.304553 bohr
C1 -8.513771, C2 1.228432, h 9.522842 hartree
grid: 109 interior points, box radius 30 bohr
hydrogen test 1s, 2p: -0.5000000, -0.1250000 hartree
projector norm: 1.00000000
local potential at origin: -17.6630 hartree
r*V_loc at 1.5 bohr: -3.99787 hartree bohr
2s level, grid: -0.50098 hartree = -1.00196 rydberg
2s level, Gaussian basis: -0.50098 hartree
2s level, Perdew-Wang LDA: -0.50119 hartree
2s level, all-electron: -0.50061 hartree
  2s kinetic part: 0.48923 hartree
  2s local part: -3.08613 hartree
  2s projector part: 0.32590 hartree
  2s Hartree part: 2.23434 hartree
  2s xc part: -0.46432 hartree
2p level, grid: -0.19880 hartree = -0.39760 rydberg
2p level, Gaussian basis: -0.19880 hartree
2p level, Perdew-Wang LDA: -0.19897 hartree
2p level, all-electron: -0.19898 hartree
  2p kinetic part: 1.20333 hartree
  2p local part: -3.09883 hartree
  2p projector part: 0.00000 hartree
  2p Hartree part: 2.12700 hartree
  2p xc part: -0.43030 hartree
all-electron 1s level: -9.94895 hartree
pseudo total energy, grid: -5.34116 hartree
pseudo total energy, Gaussian: -5.34116 hartree
occupation step for Janak test: 0.02 electron
dE/df for 2p: -0.19881 hartree
lowest s level without projector, frozen: -3.62857 hartree
radial nodes of 2s below 8 bohr: pseudo 0, all-electron 1
2s charge inside 1.5 bohr: pseudo 0.52273, all-electron 0.52239 (per electron)
2p charge inside 1.5 bohr: pseudo 0.46030, all-electron 0.46069 (per electron)
u in bohr^-1/2: r/bohr, 2s pseudo, 2s full, 2p pseudo, 2p full
  0.2 0.0373 -0.3150 0.1182 0.1462
  0.5 0.3404 0.2374 0.4545 0.4553
  1.0 0.7807 0.7774 0.6942 0.6927
  2.0 0.5995 0.5997 0.5806 0.5804
  3.0 0.2827 0.2829 0.3619 0.3617
every check passed
```
